# Local-field factors for charge and spin response of the electron gas, part 2

The problem is the linear charge and spin response of a uniform electron gas with a neutralizing background in a periodic box of volume $\mathcal V$, at zero temperature, in Hartree atomic units, with $v(q)=4\pi/q^2$. The ground state is assumed non-degenerate, hence uniform and paramagnetic, with density $n=k_F^3/3\pi^2=3/4\pi r_s^3$.

Electrons of spin $\sigma=\pm1$ ($\uparrow,\downarrow$) feel the weak potential energy $\delta V_\sigma e^{i\mathbf q\cdot\mathbf r-izt}+\text{c.c.}$, with $\delta V_\sigma=\delta V+\sigma b$ and $z\to\omega+i0^+$. The densities combine as $n=n_\uparrow+n_\downarrow$, $m=n_\uparrow-n_\downarrow$, and $\hat n_\sigma=\sum_{j\in\sigma}e^{-i\mathbf q\cdot\mathbf r_j}$; a subscript $\mathbf p$ replaces $\mathbf q$ by $\mathbf p$. The matrix $\boldsymbol\chi$ is defined by $\delta n_\sigma=\sum_{\sigma'}\chi_{\sigma\sigma'}\delta V_{\sigma'}$.

From (a), with $\chi_{\uparrow\uparrow}=\chi_{\downarrow\downarrow}$ and $\chi_{\uparrow\downarrow}=\chi_{\downarrow\uparrow}$:

$$\delta n=\chi_{nn}\delta V,\quad\chi_{nn}=2(\chi_{\uparrow\uparrow}+\chi_{\uparrow\downarrow});\qquad\delta m=\chi_{mm}b,\quad\chi_{mm}=2(\chi_{\uparrow\uparrow}-\chi_{\uparrow\downarrow});\qquad\chi_{nm}=0.$$

From (b), the spin-summed free response, with $x=q/2k_F$, tends to $-N_0$ as $q\to0$:

$$\chi_0(q,0)=-N_0\left[\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\right],\qquad N_0=\frac{k_F}{\pi^2}.$$

From (c), the local-field factors $G_{\sigma\sigma'}$ are defined exactly by the first relation below, where $\mathbf 1$ is the unit matrix and $\mathbf J$ has all entries 1:

$$v\mathbf G=v\mathbf J+\boldsymbol\chi^{-1}-\frac{2}{\chi_0}\mathbf 1.$$

$$G_\pm=\tfrac12\left(G_{\uparrow\uparrow}\pm G_{\uparrow\downarrow}\right)$$

$$\chi_{nn}=\frac{\chi_0}{1-v(1-G_+)\chi_0},\qquad\chi_{mm}=\frac{\chi_0}{1+vG_-\chi_0}.$$

Setting $G_\pm=0$ is the random-phase approximation (RPA).

From (d), $\delta V_{s,\sigma}$ is the change of the Kohn-Sham potential, $v_{xc,\sigma}$ is its exchange-correlation part, and $f_{\sigma\sigma'}$ (matrix $\mathbf f$) is the kernel $\delta v_{xc,\sigma}/\delta n_{\sigma'}$ in Fourier space:

$$\delta n_\sigma=\tfrac12\chi_0\,\delta V_{s,\sigma},\qquad\delta V_{s,\sigma}=\delta V_\sigma+\sum_{\sigma'}\left(v+f_{\sigma\sigma'}\right)\delta n_{\sigma'}.$$

$$f_{\sigma\sigma'}=-vG_{\sigma\sigma'},\qquad f_\pm\equiv\tfrac12(f_{\uparrow\uparrow}\pm f_{\uparrow\downarrow})=-vG_\pm.$$

$$\frac1{\chi_{nn}}=\frac1{\chi_0}-v-f_+,\qquad\frac1{\chi_{mm}}=\frac1{\chi_0}-f_-.$$

The test ring is exactly diagonalized: 5 sites, 3+3 electrons, hopping $t$, interaction $2t,\,t,\,0.5t$ at distances 0, 1, 2, and $q=2\pi/5$. Its static kernels come from inverting perturbed exact densities to Kohn-Sham potentials.

**(e)** A weak external charge produces $\delta V$. Find the screened potential felt by a test particle that interacts only electrostatically, and the change of the Kohn-Sham effective potential of the electrons of the gas.

*Solution.* The test particle feels $\delta V+v\,\delta n$, which defines $1/\epsilon=1+v\chi_{nn}$. With $D=1-v(1-G_+)\chi_0$,

$$\frac1\epsilon=\frac{D+v\chi_0}{D}=\frac{1+vG_+\chi_0}{D}.$$

Since $D=(1+vG_+\chi_0)-v\chi_0$, inversion gives

$$\epsilon=1-\frac{v\chi_0}{1+vG_+\chi_0}.$$

For an electron the Kohn-Sham potential obeys $\delta n=\chi_0\delta V_s$, so $\delta V_s/\delta V=\chi_{nn}/\chi_0=1/D$. The two ratios differ by the factor $1+vG_+\chi_0$ and coincide in the RPA. The Kohn-Sham potential is the local potential that reproduces the density; it is not in general the matrix element that scatters an added electron or hole, which also involves the non-local self-energy.

**(f)** Let $e(n,m)=t_0+e_{xc}$ be the ground-state energy per volume of the neutral uniform gas, $t_0$ being the non-interacting kinetic part. Find the static long-wavelength limits of $f_\pm$ and $G_\pm$, and relate them to the compressibility $\kappa$ and the spin susceptibility $\chi_s$.

*Solution.* Set $\omega=0$ first. The perturbed state then minimizes the energy. The assumption is that for $q\to0$ each region behaves as a uniform gas at its local density, with gradient corrections that vanish with $q$, apart from the long-range Hartree energy. Take potentials $\delta V\cos qz$ and $b\cos qz$ and densities $\delta n\cos qz$, $\delta m\cos qz$. First-order terms average to zero, $\cos^2qz$ averages to $\tfrac12$, and the mixed derivative $e_{nm}$ vanishes at $m=0$ because $e$ is even in $m$. The change of energy per volume is

$$\Delta=\tfrac14(e_{nn}+v)\,\delta n^2+\tfrac14e_{mm}\,\delta m^2+\tfrac12\delta V\delta n+\tfrac12b\,\delta m,$$

with subscripts denoting partial derivatives. Stationarity gives $\delta n=-\delta V/(e_{nn}+v)$ and $\delta m=-b/e_{mm}$, that is

$$\frac1{\chi_{nn}}+v\to-e_{nn},\qquad\frac1{\chi_{mm}}\to-e_{mm}.$$

The kinetic energy is a sum $\tau(n_\uparrow)+\tau(n_\downarrow)$ with $\tau'(n_\sigma)=k_\sigma^2/2$ and $n_\sigma=k_\sigma^3/6\pi^2$. Then $dk_\sigma/dn_\sigma=2\pi^2/k_\sigma^2$ and $\tau''=2\pi^2/k_F$. With $n_\sigma=(n\pm m)/2$ both second derivatives of $t_0$ equal $\tfrac14\cdot2\tau''=\pi^2/k_F=1/N_0$, which is $-1/\chi_0(q\to0)$ by (b). Subtracting this from the relations of (d) leaves

$$f_+(0)=\frac{\partial^2e_{xc}}{\partial n^2},\qquad f_-(0)=\frac{\partial^2e_{xc}}{\partial m^2}.$$

Both are finite, so $G_\pm=-f_\pm q^2/4\pi\to A_\pm(q/k_F)^2$ with $A_\pm=-f_\pm(0)k_F^2/4\pi$. The factors vanish at small $q$, while the products $vG_\pm$ that enter the responses do not.

The pressure is $P=ne_n-e$, so $1/\kappa=n\,\partial P/\partial n=n^2e_{nn}$, and the free value is $1/\kappa_0=n^2/N_0$. A Zeeman field gives $b=\mu_BB$ and magnetization $-\mu_B\delta m$, so $\chi_s\propto-\chi_{mm}$ and the Pauli value is proportional to $N_0$ with the same constant. Therefore

$$\frac{\kappa_0}{\kappa}=1+N_0f_+(0),\qquad\frac{\chi_s}{\chi_{\rm Pauli}}=\frac1{1+N_0f_-(0)}.$$

The two channels react differently when these combinations vanish. The spin denominator tends to $1+N_0f_-$, and its zero is a divergence of $\chi_{mm}$, the Stoner instability; beyond it, or beyond any first-order transition that comes earlier, the paramagnetic state is not the ground state and the assumptions of (a) fail. The charge denominator is $D=1+v(1-G_+)|\chi_0|$, which exceeds 1 whenever $G_+<1$, as holds at small $q$ whatever the sign of $\kappa$. A negative $\kappa$ thus produces no long-wavelength divergence of $\chi_{nn}$ as long as the background is rigid. It shows in $\epsilon$: the factor $1+vG_+\chi_0$ tends to $\kappa_0/\kappa$ while $-v\chi_0\to+\infty$, so the static $\epsilon$ is negative at small $q$. The minimization argument is static and says nothing about the limit $q\to0$ at fixed $\omega\ne0$.

**(g)** Scale the interaction as $\lambda v$. Find $G_{\uparrow\downarrow}$ to first order, and evaluate the limits of (f) with the first-order kernel.

*Solution.* Expanding $\boldsymbol\chi^{-1}=(2/\chi_0)\mathbf 1-(\lambda v\mathbf J+\mathbf f)$ gives $\chi_{\downarrow\uparrow}=(\chi_0/2)^2(\lambda v+f_{\downarrow\uparrow})+O(\lambda^2)$. Now compute $\chi_{\downarrow\uparrow}$ directly, with a potential on $\uparrow$ only. At $\lambda=0$ the state is a product of an $\uparrow$ and a $\downarrow$ factor at all times. The same-spin interactions act within one factor and do not transmit the potential to the $\downarrow$ electrons. The opposite-spin term is $\hat W=(\lambda/\mathcal V)\sum_{\mathbf p\neq0}v(p)\hat n_{\mathbf p\uparrow}\hat n^\dagger_{\mathbf p\downarrow}$. To first order in it, $\delta\langle\hat n_\downarrow(t)\rangle=-i\int^tdt'\langle[\hat n_\downarrow(t),\hat W(t')]\rangle$. The commutator involves only the $\downarrow$ operators, and in a product state $\hat n_{\mathbf p\uparrow}(t')$ is replaced by its mean value, non-zero only for $\mathbf p=\pm\mathbf q$. The $\downarrow$ electrons therefore respond freely to the potential $\lambda v\,\delta n_\uparrow$ with $\delta n_\uparrow=\tfrac12\chi_0\delta V_\uparrow$, and $\chi_{\downarrow\uparrow}=(\chi_0/2)^2\lambda v$. Comparison shows that $f_{\uparrow\downarrow}$ has no term of first order in $\lambda$ at any fixed $q\neq0$ and $z$; the argument does not fix the form of the higher-order terms. To leading order $G_{\uparrow\downarrow}=0$ and $G_+=G_-=G_{\uparrow\uparrow}/2$; the difference $G_+-G_-=G_{\uparrow\downarrow}$ is a correlation effect. On the ring at weak coupling the static kernels scale as $\lambda^{0.999}$ for $f_{\uparrow\uparrow}$ and $\lambda^{1.998}$ for $f_{\uparrow\downarrow}$.

The first-order energy is the exchange energy, $e_x=-\tfrac12\sum_\sigma\int\!\!\int d^3k\,d^3k'(2\pi)^{-6}\,4\pi/|\mathbf k-\mathbf k'|^2$ over the Fermi sphere of radius $k_\sigma$. Adding electrons at the surface changes either integral, which cancels the $\tfrac12$: $\partial e_x/\partial n_\sigma=-4\pi(2\pi)^{-3}\int d^3k'/|\mathbf k-\mathbf k'|^2$ with $|\mathbf k|=k_\sigma$. In polar coordinates centred on $\mathbf k$ the $p^2$ of the volume element cancels the $1/p^2$, and the chord at angle $\theta$ to the inward normal has length $2k_\sigma\cos\theta$, so the integral is $2\pi\int_0^12k_\sigma\mu\,d\mu=2\pi k_\sigma$ and $\partial e_x/\partial n_\sigma=-k_\sigma/\pi$. Differentiating once more with $dk_\sigma/dn_\sigma=2\pi^2/k_F^2$,

$$f_{\uparrow\uparrow}=-\frac{2\pi}{k_F^2},\qquad f_\pm=-\frac{\pi}{k_F^2},\qquad A_\pm=\frac14,\qquad1+N_0f_\pm=1-\frac1{\pi k_F}.$$

Since $k_Fr_s=(9\pi/4)^{1/3}$, the last expression vanishes at $r_s=\pi(9\pi/4)^{1/3}=6.03$ bohr in both channels. In the spin channel this zero is not reached from a stable paramagnet: with the same kinetic and exchange energies the fully polarized state is already lower beyond $r_s=5.45$ bohr. All this is a property of the exchange-only energy, used far outside the high-density regime where first order is reliable.

**(h)** For $r_s=4$ bohr, $q=0.8\,k_F$, $\omega=0$, take the local kernels $f_{\sigma\sigma'}=\partial^2e_{xc}/\partial n_\sigma\partial n_{\sigma'}$ from Slater exchange plus PW92 correlation, and evaluate the results of (c) to (g).

*Solution.* The density is $n=3.7302\times10^{-3}$ bohr$^{-3}$, with $k_F=0.47979$ bohr$^{-1}$, $N_0=0.47979/\pi^2=0.048613$, $q=0.38383$ bohr$^{-1}$ and $v=4\pi/0.38383^2=85.296$. Kernels and $v$ are in hartree bohr$^3$, responses and $N_0$ in hartree$^{-1}$ bohr$^{-3}$. The Lindhard form at $x=0.4$ gives $\chi_0=-0.045931$, so $v\chi_0=-3.9177$.

The functional gives $f_{\uparrow\uparrow}=-22.892$ and $f_{\uparrow\downarrow}=-7.729$, so

$$f_+=\tfrac12(-22.892-7.729)=-15.310,\qquad f_-=\tfrac12(-22.892+7.729)=-7.581,$$

on either side of the exchange-only value $-13.647$. Then $G_+=15.310/85.296=0.1795$ and $G_-=7.581/85.296=0.0889$, equivalently $A_+=0.2805$ and $A_-=0.1389$ times $0.8^2$. The denominators are

$$1+3.9177\,(1-0.17950)=4.2145,\qquad1-3.9177\times0.08888=0.6518,$$

and the responses are $\chi_{nn}=-0.045931/4.2145=-0.010898$, or $-2.70$ eV$^{-1}$nm$^{-3}$, and $\chi_{mm}=-0.045931/0.6518=-0.07047$, or $-17.5$ eV$^{-1}$nm$^{-3}$. The RPA charge response is $-0.045931/(1+3.9177)=-0.009340$; the local field raises the magnitude by about 17% of that value.

Inverting the relations of (a), $\chi_{\uparrow\uparrow}=(\chi_{nn}+\chi_{mm})/4=-0.02034$ and $\chi_{\downarrow\uparrow}=(\chi_{nn}-\chi_{mm})/4=+0.01489$. The positive sign follows from (d): $1/\chi_{nn}-1/\chi_{mm}=-v-f_{\uparrow\downarrow}=-v(1-G_{\uparrow\downarrow})$, and multiplying by $-\chi_{nn}\chi_{mm}/4$ gives $\chi_{\downarrow\uparrow}=\tfrac14v(1-G_{\uparrow\downarrow})\chi_{nn}\chi_{mm}$, positive in the static case whenever $G_{\uparrow\downarrow}<1$; here $G_{\uparrow\downarrow}=0.0906$. Where $\uparrow$ electrons are pushed out, $\downarrow$ electrons move in to reduce the charge imbalance.

The Kohn-Sham ratio is $\delta V_s/\delta V=1/4.2145=0.2373$. A test particle feels $1/\epsilon=1-85.296\times0.010898=0.0704$, against $0.2033$ in the RPA. The change is large because $1/\epsilon$ is the small difference between 1 and $v|\chi_{nn}|$, so a moderate change of $\chi_{nn}$ is magnified.

At long wavelength $\kappa_0/\kappa=1-0.048613\times15.310=0.256$ and $\chi_s/\chi_{\rm Pauli}=1/(1-0.048613\times7.581)=1.58$, against $2.97$ with exchange only. With PW92 correlation $1/\kappa$ changes sign at $r_s=5.25$ bohr, earlier than the exchange-only $6.03$ bohr.

By (f) the local kernel is exact as $q\to0$, up to the quality of the PW92 fit. The spin channel depends noticeably on the fit: VWN and Perdew-Zunger correlation give $\chi_s/\chi_{\rm Pauli}=1.62$ and $1.51$ and $\chi_{mm}=-0.0720$ and $-0.0674$, while $\kappa_0/\kappa$ moves only to $0.255$ and $0.254$. At $q=0.8\,k_F$ it is a model, and nothing computed here measures its error for the real gas. The numerical check that accompanies this text tests the formulas within that model: a self-consistent local-spin-density band calculation in a cosine potential of amplitude $10^{-4}$ hartree, which uses only $v_{xc,\sigma}$ and never the kernel, reproduces $\chi_{nn}$, $\chi_{mm}$, $\chi_{\uparrow\uparrow}$, $\chi_{\downarrow\uparrow}$ and $\delta V_s/\delta V$ within $10^{-4}$ relative to the formula values, and $1/\epsilon$ within $10^{-4}$ in absolute terms.

## Table of computed values

```
ring: sites 5, electrons 3+3, v(0,1,2) = [2.0, 1.0, 0.5] t, q = 2pi*1/5
ring gap = 2.06691 t
ring v(q) = 1.80902 t
ring chi0 = -0.357771 1/t
ring f_uu (inversion) = -0.667762 t
ring f_ud (inversion) = -0.0519841 t
ring G+ = 0.198933
ring G- = 0.170197
ring chi_nn formula = -0.235614 1/t
ring chi_nn Lehmann = -0.235614 1/t
ring chi_mm formula = -0.402059 1/t
ring chi_mm Lehmann = -0.402059 1/t
ring coupling exponent of f_uu = 0.999274
ring coupling exponent of f_ud = 1.99848
rs = 4 bohr
n = 0.00373019 1/bohr^3
kF = 0.47979 1/bohr
N0 = 0.0486128 1/(hartree bohr^3)
q/kF = 0.8
q = 0.383832 1/bohr
v = 85.2959 hartree bohr^3
chi0 = -0.0459309 1/(hartree bohr^3)
v chi0 = -3.91772
f_uu = -22.8916 hartree bohr^3
f_ud = -7.72901 hartree bohr^3
f+ = -15.3103 hartree bohr^3
f- = -7.5813 hartree bohr^3
exchange-only f+ = f- = -13.6473 hartree bohr^3
A+ = 0.280463
A- = 0.138879
G_uu = 0.268379
G_ud = 0.0906141
G+ = 0.179496
G- = 0.0888823
charge denominator = 4.21451
spin denominator = 0.651784
SCF amplitude V0 = 0.0001 hartree
chi_nn formula = -0.0108983 1/(hartree bohr^3)
chi_nn SCF = -0.0108983 1/(hartree bohr^3)
chi_nn RPA = -0.00933988 1/(hartree bohr^3)
chi_mm formula = -0.0704696 1/(hartree bohr^3)
chi_mm SCF = -0.0704696 1/(hartree bohr^3)
chi_nn = -2.70274 1/(eV nm^3)
chi_mm = -17.4762 1/(eV nm^3)
chi_uu formula = -0.020342 1/(hartree bohr^3)
chi_uu SCF = -0.020342 1/(hartree bohr^3)
chi_du formula = 0.0148928 1/(hartree bohr^3)
chi_du SCF = 0.0148928 1/(hartree bohr^3)
electron dVs/dV formula = 0.237276
electron dVs/dV SCF = 0.237276
test-charge 1/eps formula = 0.0704194
test-charge 1/eps SCF = 0.0704194
test-charge 1/eps RPA = 0.203346
kappa0/kappa = 0.255722
chi_s/chi_Pauli = 1.58365
chi_s/chi_Pauli exchange only = 2.97121
rs of 1+N0 f = 0, exchange only = 6.02921 bohr
rs of 1/kappa = 0, PW92 = 5.24952 bohr
```
